# Does reversing interfacial antisymmetric exchange turn a skyrmion into an antiskyrmion?

**Question**

I am studying skyrmions in a cobalt film on a heavy metal. The film is magnetized up, and the skyrmion core points down. Interfacial antisymmetric exchange, with coefficient $D$, gives the texture its handedness. If I put the heavy metal above the cobalt instead of below it, $D$ changes sign.

A skyrmion and an antiskyrmion have opposite topological charges when they sit in the same background. Since $D$ sets the handedness, I expected $D\to-D$ to reverse the charge and give an antiskyrmion. Is that right? If not, what does change, and could I see it when a current drives the texture?

**Answer**

No. "Handedness" is being used for two different things here: the direction in which the spins tilt inside the wall, and the number of times they wind around the core. Reversing $D$ acts on the first. To see why, we need separate symbols for the two.

**Winding, helicity and charge**

Let $\mathbf m(x,y)$ be the unit magnetization, uniform through the film thickness $t$. Write

$$\mathbf m=(\sin\theta\cos\Phi,\ \sin\theta\sin\Phi,\ \cos\theta),\qquad \theta=\theta(r),\quad \Phi=N\varphi+\gamma ,$$

where $(r,\varphi)$ are polar coordinates about the core. The vorticity $N$ is $+1$ for a skyrmion and $-1$ for an antiskyrmion. The helicity $\gamma$ is a constant angle. For $N=1$, the in-plane spins point outward if $\gamma=0$, inward if $\gamma=\pi$, and around the core if $\gamma=\pm\pi/2$. The first two are Néel textures, the last two Bloch textures. The core polarity is $p=m_z(0)=\pm1$, and the background has $m_z=-p$.

The topological charge is

$$Q=\frac1{4\pi}\int \mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,d^2r .$$

With unit vectors $\mathbf e_\theta,\mathbf e_\Phi$ on the sphere of spin directions, $\partial_i\mathbf m=\mathbf e_\theta\,\partial_i\theta+\mathbf e_\Phi\sin\theta\,\partial_i\Phi$ and $\mathbf e_\theta\times\mathbf e_\Phi=\mathbf m$. The integrand is therefore $\sin\theta(\partial_x\theta\,\partial_y\Phi-\partial_y\theta\,\partial_x\Phi)$. Since $\nabla\theta=\theta'\hat{\mathbf r}$ and $\nabla\Phi=(N/r)\hat{\boldsymbol\varphi}$, it equals $N\theta'\sin\theta/r$, and

$$Q=\frac N2\int_0^\infty\theta'\sin\theta\,dr=\frac N2[\cos\theta(0)-\cos\theta(\infty)]=pN .$$

The helicity has dropped out. Your core-down skyrmion has $Q=-1$; a core-up skyrmion has $Q=+1$ and is still a skyrmion. The sign of $Q$ therefore identifies an antiskyrmion only when the core polarity is stated.

**What reversing $D$ does**

Take the energy $E=t\int w\,d^2r$ with

$$w=A|\nabla\mathbf m|^2+K(1-m_z^2)+D\,[m_z\nabla\cdot\mathbf m-(\mathbf m\cdot\nabla)m_z].$$

Here $A$ is the exchange stiffness, and $K>0$ is the perpendicular anisotropy after subtraction of the local stray-field energy. There is no applied field. The antisymmetric part has two Cartesian pieces, to which I give separate coefficients:

$$D_x(m_z\partial_xm_x-m_x\partial_xm_z)+D_y(m_z\partial_ym_y-m_y\partial_ym_z).$$

An ordinary isotropic interface has $D_x=D_y=D$.

Now change the spins at fixed positions:

$$(m_x,m_y,m_z)\to(s_xm_x,\ s_ym_y,\ m_z),\qquad s_x,s_y=\pm1 .$$

The $A$ and $K$ terms contain squares of components and do not change. The first antisymmetric piece is multiplied by $s_x$, the second by $s_y$. The energy is thus preserved if we also replace $D_x\to s_xD_x$ and $D_y\to s_yD_y$. The integrand of $Q$ is the determinant of the three vectors $\mathbf m,\partial_x\mathbf m,\partial_y\mathbf m$, so

$$Q\to s_xs_y\,Q .$$

Reversing $D$ at an isotropic interface reverses both coefficients. Then $s_x=s_y=-1$ and $s_xs_y=+1$: the charge is unchanged. The map is a rotation of every spin by $\pi$ about $z$, which takes $\gamma$ to $\gamma+\pi$ and leaves $N$ and $p$ alone. It pairs every texture at $D$ with one of equal energy at $-D$, so it also pairs the energy minima.

Your expectation would hold if one coefficient were reversed. With $s_x=1$, $s_y=-1$, the map is a reflection in spin space. It takes $\Phi\to-\Phi$, hence $N\to-N$ and $Q\to-Q$. An interface with $D_x=-D_y$ favours antiskyrmions in the way that an isotropic one favours skyrmions. Symmetry restricts where this can occur. A threefold or fourfold interface with mirror planes ($C_{3v}$, $C_{4v}$) forces $D_x=D_y$. A twofold one ($C_{2v}$) leaves the two coefficients independent, so opposite signs are allowed but not required. The exact relation $D_x=-D_y$ is enforced by $D_{2d}$ symmetry, which includes operations that reverse $z$ and so belongs to a crystal rather than to a single polar interface.

**Which radial direction is preferred?**

The symmetry relates the two signs of $D$ but does not say which one favours outward spins. For that, put the circular texture into the energy. With $\alpha=\Phi-\varphi=(N-1)\varphi+\gamma$, the in-plane components are $m_r=\sin\theta\cos\alpha$ and $m_\varphi=\sin\theta\sin\alpha$. Then

$$\nabla\cdot\mathbf m=\frac1r\partial_r(rm_r)+\frac1r\partial_\varphi m_\varphi
=\cos\alpha\left[\theta'\cos\theta+\frac{\sin\theta}{r}+(N-1)\frac{\sin\theta}{r}\right],$$

$$(\mathbf m\cdot\nabla)m_z=m_r\,\partial_r\cos\theta=-\theta'\sin^2\theta\cos\alpha .$$

Multiply the first line by $\cos\theta$ and subtract the second. The two $\theta'$ terms combine through $\cos^2\theta+\sin^2\theta=1$:

$$w_D=D\cos[(N-1)\varphi+\gamma]\left(\theta'+\frac{N\sin\theta\cos\theta}{r}\right).$$

For $N=-1$ the cosine averages to zero around the circle. A circular antiskyrmion gains nothing from isotropic interfacial exchange of either sign.

For $N=1$ the angular factor is the constant $\cos\gamma$, and

$$E_D=2\pi tD\cos\gamma\,I,\qquad I=\int_0^\infty(r\theta'+\sin\theta\cos\theta)\,dr .$$

With the core down, $\theta$ runs from $\pi$ to $0$. Integrate the first term by parts; the boundary term $r\theta$ vanishes at the core because $r=0$ there, and far away because $\theta$ decays exponentially. This gives

$$I=-\int_0^\infty\left(\theta-\tfrac12\sin2\theta\right)dr<0,$$

since $\sin2\theta<2\theta$ for $\theta>0$. With the core up, replace $\theta$ by $\pi-\theta$: both terms of $I$ change sign, so $I>0$.

Two variations now fix $\gamma$. First, turn the helicity at fixed profile. Equilibrium requires $\partial E/\partial\gamma=-2\pi tDI\sin\gamma=0$, so $\gamma=0$ or $\pi$. Second, stretch the texture by a factor $\lambda$. Area grows as $\lambda^2$ and each derivative gives $1/\lambda$, so

$$E(\lambda)=E_{\rm ex}+\lambda E_D+\lambda^2E_K .$$

Setting $dE/d\lambda=0$ at $\lambda=1$ gives

$$E_D=-2E_K<0 .$$

Hence $D\cos\gamma\,I$ must be negative, and

$$\cos\gamma=-p\,\mathrm{sgn}\,D .$$

For your core-down skyrmion, positive $D$ gives outward spins and negative $D$ gives inward spins.

The stretching condition has two further consequences. A circular antiskyrmion has $E_D=0$ and cannot be in equilibrium at an isotropic interface in this model. A distorted one is not excluded, because its angular average need not vanish. Also, at $D=0$ no localized texture can satisfy the condition. In this local model one therefore cannot carry a skyrmion through a slow reversal of $D$ as a sequence of equilibria. The nonlocal stray field treated below adds a negative, size-dependent energy that can take the place of $E_D$. In a thicker film with larger $M_s$ and small $K$, within a limited range of parameters (if the term is too strong, the texture keeps expanding instead), it can hold a circular Bloch skyrmion at $D=0$, and the helicity then turns continuously through $\pm\pi/2$ at fixed $Q$. In the film of the example below this term is too weak: at $D=0$ the energy of a circular Bloch texture falls steadily as its radius shrinks from 10 nm to below the atomic spacing, so there is no equilibrium radius in that range. The result compares the equilibria at $D$ and $-D$; it does not promise that a skyrmion survives the change.

**Numbers for a cobalt film**

Take rough typical values for ultrathin cobalt on platinum: $A=15$ pJ/m, $|D|=3.0$ mJ/m², uniaxial anisotropy $0.800$ MJ/m³, saturation magnetization $M_s=0.58$ MA/m and $t=0.6$ nm. The local stray-field term is $\mu_0M_s^2/2=0.211$ MJ/m³, so

$$K=0.800-0.211=0.589\ \text{MJ/m}^3,\qquad \Delta=\sqrt{A/K}=5.05\ \text{nm}.$$

The uniform film should also be stable against filling with walls. Across a straight wall with $\theta'=-\sin\theta/\Delta$, the exchange and anisotropy energies are equal and sum to $2\sqrt{AK}\int_0^\pi\sin\theta\,d\theta=4\sqrt{AK}$ per unit area. The antisymmetric term contributes at best $-\pi|D|$. The wall energy vanishes at $|D|=4\sqrt{AK}/\pi=3.78$ mJ/m², and the chosen value lies below this. This criterion counts only the local stray field. The nonlocal part always favours sufficiently wide stripes. For the values here the required width far exceeds any sample, but at the same $K$ it falls to about 50 µm for $M_s=1.1$ MA/m and about 2 µm for $1.4$ MA/m.

Solving the radial equilibrium equation for $D>0$ and core down gives a radius of $7.32$ nm, measured where $m_z=0$, and $I=-23.4$ nm. Since 1 mJ/m² times 1 nm² is $10^{-21}$ J, and 1 eV is $160.2\times10^{-21}$ J,

$$E_D=\frac{2\pi(0.6)(3.0)(-23.4)}{160.2}\ \text{eV}=-1.65\ \text{eV}.$$

The other terms are $E_{\rm ex}=1.78$ eV and $E_K=0.826$ eV. Twice the latter is $1.65$ eV, as the stretching condition demands. The total is $0.95$ eV above the uniform state, so this skyrmion is not the ground state; the two-dimensional minimization below finds it as a metastable state. If the spins are turned inward while $D$ and the profile are held fixed, $E_D$ changes sign and the total becomes $4.26$ eV. The cost of the wrong radial direction is $2|E_D|=3.30$ eV.

A two-dimensional minimization does not impose circular symmetry or a radial direction. It used 1 nm cells in a periodic square of side 60 nm. Both signs of $D$ started from the same Bloch skyrmion, $\gamma=\pi/2$, for which $E_D=0$. For $D>0$ the spins relaxed outward; for $D<0$ they relaxed inward. Both final states had $Q=-1$ and energy $0.956$ eV, about $0.3\%$ above the radial result. This difference is a cell-size error: the grid lowers the exchange energy by about $0.5\%$ and the magnitude of $E_D$ by about $0.7\%$, and halving the cells brings the total to within about $0.1\%$ of the radial value.

Two more runs started from an antiskyrmion. With $D_x>0$ and $D_y<0$ it survived, with $Q=+1$ and again $0.956$ eV. With $D_x=D_y>0$ it disappeared and left the uniform state. A smooth continuum texture cannot lose its charge continuously, but spins on a grid can. This last run shows the fate of one starting texture at one set of parameters, not a general theorem.

**Does the stray field spoil the symmetry?**

Not in this geometry. A magnetized film has magnetic charges $\pm M_sm_z$ on its top and bottom faces, and a volume charge $-M_s\nabla\cdot\mathbf m$. Reflect the film in its midplane. The surface charge pattern is odd and the volume charge pattern is even, because $\mathbf m$ is uniform through the thickness. Their mutual energy must equal minus itself, so it is zero. The surface energy depends on $m_z$ alone. The volume energy is quadratic in $\nabla\cdot\mathbf m$, which changes sign when all spins turn by $\pi$. Both are unchanged.

The one-coefficient reflection fares differently. It turns $\nabla\cdot\mathbf m$ into $\partial_xm_x-\partial_ym_y$, so nonlocal stray fields can separate the skyrmion and antiskyrmion energies that were equal above.

For a circular skyrmion the volume charge is proportional to $\cos\gamma$, and its energy is $E_{\rm vol}\cos^2\gamma$. Let $c=\cos\gamma$, take $D>0$ with core down, and let $|E_D|$ be the value at $c=1$. At fixed profile the helicity energy is

$$E(c)=-|E_D|c+E_{\rm vol}c^2,\qquad \frac{dE}{dc}=-|E_D|+2E_{\rm vol}c .$$

If $|E_D|>2E_{\rm vol}$, the slope is negative up to $c=1$, and the Néel texture wins. Otherwise the minimum lies at $c=|E_D|/(2E_{\rm vol})$, between Néel and Bloch. Reversing $D$ then takes $c$ to $-c$, still with the same $Q$.

In the example $2E_{\rm vol}=2(16.2)=32.4$ meV, far below $1652$ meV. The nonlocal part of the surface energy is $-17.7$ meV, so the two corrections nearly cancel. Stretching the whole texture changes the net correction only in proportion to its small value and would move the radius by about $0.1\%$. The radius shifts more than that because it can grow at nearly fixed wall width, and along that direction the two terms do not cancel: the correction falls by about $15$ meV per unit change of the logarithm of the radius. With the trial profile $\theta=2\arctan[\sinh(R/w)/\sinh(r/w)]$, minimized over $R$ and $w$, including these terms raises $R$ from $7.33$ to $7.56$ nm, or $3\%$. The shift is this small because $M_s=0.58$ MA/m is low for cobalt, whose bulk value is $1.4$ MA/m. At the same effective $K$ the radius grows by about $13\%$ for $M_s=1.1$ MA/m and about $26\%$ for $1.4$ MA/m.

**What a current would show**

Suppose spins polarized along $\mathbf s=\hat{\mathbf y}$ enter the film and produce a damping-like effective field $\mathbf B=b\,\mathbf m\times\mathbf s$. Moving the texture by $\delta X_i$ changes the local spin by $-\partial_i\mathbf m\,\delta X_i$. The work done by $\mathbf B$ gives the force

$$F_i=-tM_s\int\mathbf B\cdot\partial_i\mathbf m\,d^2r=-tM_sb\int(\partial_i\mathbf m\times\mathbf m)_y\,d^2r .$$

For $i=x$ the integrand is $-(m_z\partial_xm_x-m_x\partial_xm_z)$, minus the $x$ piece of the antisymmetric exchange without its coefficient. In a circular skyrmion the $x$ and $y$ pieces contribute equally and sum to $2\pi\cos\gamma\,I$. The integral is therefore $-\pi\cos\gamma\,I$, which is $73.5$ nm for $\gamma=0$. The two-dimensional textures gave $+72.4$ nm for $D>0$ and $-72.4$ nm for $D<0$ with 1 nm cells; halving the cells raises the magnitude by a little under 1 nm, toward the radial value. The force reverses.

To get the velocity, start from the equation of motion $\dot{\mathbf m}=-\gamma_0\mathbf m\times\mathbf B_{\rm tot}+a\,\mathbf m\times\dot{\mathbf m}$, with gyromagnetic ratio $\gamma_0>0$ and damping $a>0$. Taking $\mathbf m\times$ of both sides gives

$$\gamma_0\mathbf B_\perp=\mathbf m\times\dot{\mathbf m}+a\,\dot{\mathbf m},$$

where $\mathbf B_\perp$ is the part of $\mathbf B_{\rm tot}$ perpendicular to $\mathbf m$. For rigid motion $\dot{\mathbf m}=-v_j\partial_j\mathbf m$, summed over $j$. Multiply by $-tM_s\partial_i\mathbf m$ and integrate. Internal fields exert no net force in a translation-invariant film, so

$$\frac{\gamma_0F_i}{tM_s}=-4\pi Q\,\epsilon_{ij}v_j+a\,\Gamma_{ij}v_j,\qquad \Gamma_{ij}=\int\partial_i\mathbf m\cdot\partial_j\mathbf m\,d^2r,$$

with $\epsilon_{xy}=-\epsilon_{yx}=1$. Replacing the texture by its partner at $-D$, with $\gamma\to\gamma+\pi$ and $b$ fixed, reverses $\mathbf F$ and leaves $Q$ and $\Gamma_{ij}$ alone. The whole velocity reverses. For a Néel skyrmion this partner is the only choice. In the canted case $|E_D|<2E_{\rm vol}$ the helicities $\pm\gamma$ have equal energy, and $F_x\propto\cos\gamma$, $F_y\propto\sin\gamma$. A helicity that turns through $\pi/2$ to $\pi-\gamma$ then reverses $F_x$ only, and the velocity turns instead of reversing. Rigid motion also requires a weak drive. For the example film with $a=0.3$, a field $b=0.1$ T (about $10^{12}$ A/m² at a spin Hall angle of $0.1$) enlarges the skyrmion area by about $6\%$ within some 70 ps, and $b=0.25$ T by more than half.

For a circular Néel skyrmion $\Gamma_{ij}=\Gamma\delta_{ij}$. Also $F_y=0$, because its integrand $m_x\partial_ym_z-m_z\partial_ym_x$ is odd in $y$. The $y$ equation then gives

$$v_y=-\frac{4\pi Q}{a\Gamma}\,v_x .$$

The antiskyrmion obtained by reversing $D_y$ has the same $F_x$, because the integrand contains no $m_y$, and the same $\Gamma$. Its $Q$ is opposite. It therefore keeps $v_x$, the component along the force, and reverses $v_y$, deflecting to the other side. For $\mathbf s=\hat{\mathbf x}$ the integrand is $m_z\partial_im_y-m_y\partial_im_z$, which changes sign with $m_y$. The force, now along $y$, is then opposite to the skyrmion's, so the antiskyrmion again reverses $v_y$ and keeps $v_x$, but now the reversed component is the one along the line of the force. Since the force is linear in $\mathbf s$, the antiskyrmion moves with $(v_x,-v_y)$, the mirror image of the skyrmion's velocity, for every in-plane polarization. A skyrmion's velocity turns rigidly with the direction of the drive, for either sign of $D$, whereas an antiskyrmion's deflection angle depends on how the drive is oriented relative to the crystal axes.

Your inverted stack adds a complication. If the spins come from the spin Hall effect in the heavy metal, moving that layer to the other side also reverses their polarization at the same charge current. The force then reverses twice, and the velocity keeps its original direction. To see the reversal, $D$ must change while the injected polarization stays fixed.

**How far this carries over to real films**

The parameters are rough, and a radius near 7 nm is small: room-temperature skyrmions in cobalt-based films are often tens of nanometres across or larger. At 300 K the helicity also fluctuates. Near $\gamma=0$ the energy above rises as $\frac12(|E_D|-2E_{\rm vol})\gamma^2$, so the rms angle at frozen profile is about $\sqrt{25.9/(1652-32)}=0.126$ rad, or $7^\circ$. This counts only the rigid rotation of all spins together; letting the angle vary around the wall roughly doubles the local value, to about $15^\circ$. Letting it vary across the wall as well gives about $19^\circ$ when lengths down to 2 nm are retained. A classical count keeps growing slowly at finer resolution, to about $25^\circ$ at 0.25 nm, but it does not apply there. The spin-wave stiffness $2Ag\mu_B/M_s$, with $g=2$, is about 6 meV nm², so modes with half-wavelength below about 1.5 nm cost more than $k_BT$ and are largely frozen out, and the thermal value stays near $18^\circ$ to $19^\circ$. The radial direction is blurred but not reversed. Collapse is the cheaper thermal process. As the skyrmion shrinks to a point its energy rises toward the pure-exchange limit $8\pi At=1.41$ eV, so the barrier is at most $1.41-0.95=0.46$ eV, about $18\,k_BT$. For attempt frequencies of $10^9$ to $10^{12}$ Hz this skyrmion would last well under a second at 300 K. These numbers depend strongly on $D$. At $|D|=2.5$ mJ/m² the radius is $4.1$ nm and the bound $0.25$ eV; at $3.5$ mJ/m² they are $14.5$ nm and $0.84$ eV, and at $10^9$ Hz the bound no longer excludes a lifetime of a day. Atomic discreteness is minor for the equilibrium texture: for spacing $d=0.25$ nm, a variation of wave number $1/\Delta$ has its exchange energy changed by a fraction $(d/\Delta)^2/12$, about $0.02\%$. It is not minor for collapse, where the core shrinks to a few spacings. On a square lattice with this spacing and nearest-neighbour couplings, the energy along a shrinking path peaks at about $1.26$ eV near a radius of $0.5$ nm, which lowers the bound on the barrier to about $0.3$ eV, or $12\,k_BT$.

Real films also have grains and defects, which pin skyrmions and make their size depend on position; that effect is not estimated here, nor is the change of $A$, $D$ and $K$ with temperature. The spin rotation used above fails as a symmetry in an in-plane field, which it would have to reverse, and in a multilayer whose magnetization varies through the thickness, where surface and volume charges interact. The pairing of $D$ with $-D$ is more robust than that map. The inversion $\mathbf m(\mathbf r)\to\mathbf m(-\mathbf r)$ leaves the spins unturned and reverses every first derivative. It reverses the antisymmetric term, keeps $Q$, which contains two in-plane derivatives, and leaves the exchange, anisotropy, Zeeman and dipolar energies unchanged. An equal-energy partner with the same $Q$ therefore exists in a uniform field of any direction, and in a stack of identical repeats, where the inversion also reverses the order of the layers. It can be lost when the magnetic layers are not arranged symmetrically, for example when they differ in thickness or moment. The numerical output below lists the main values. The stripe widths, the radius shifts other than the $3\%$ one, the 15 meV slope, the local fluctuation angles, the cell-size shifts, the growth under drive, the dependence on $D$ and the collapse energies are separate estimates that it does not list.

## Computed values

```
INPUTS (rough typical cobalt on platinum)
exchange stiffness A: 15.0 pJ/m
magnitude of D: 3.0 mJ/m^2
uniaxial anisotropy: 0.800 MJ/m^3
saturation magnetization: 0.58 MA/m
film thickness: 0.6 nm
temperature: 300 K
RADIAL EQUILIBRIUM, core down, D positive
local stray-field anisotropy: 0.211 MJ/m^3
effective anisotropy K: 0.589 MJ/m^3
wall length sqrt(A/K): 5.048 nm
critical D for zero wall energy: 3.783 mJ/m^2
skyrmion radius at mz=0: 7.320 nm
profile integral I: -23.400 nm
exchange energy: 1.778 eV
antisymmetric exchange energy: -1.652 eV
anisotropy energy: 0.826 eV
total energy above uniform state: 0.953 eV
energy with wrong radial direction, same profile: 4.256 eV
TWO-DIMENSIONAL MINIMIZATION
cell size: 1.0 nm
box side: 60 nm
D>0: energy 0.9558 eV, Q -1
D<0: energy 0.9558 eV, Q -1
Dx>0, Dy<0, antiskyrmion start: energy 0.9558 eV, Q +1
Dx=Dy>0, antiskyrmion start: energy 0.0000 eV, Q +0
mean outward direction, D>0: 1.000
mean outward direction, D<0: -1.000
drive integral, D>0: 72.43 nm
drive integral, D<0: -72.43 nm
drive integral, antiskyrmion Dx>0, Dy<0: 72.43 nm
NEGLECTED EFFECTS
volume-charge energy: 16.2 meV
surface nonlocal energy correction: -17.7 meV
trial radius without nonlocal stray field: 7.327 nm
trial radius with nonlocal stray field: 7.555 nm
D below which Neel tilts, frozen profile: 0.059 mJ/m^2
thermal energy: 25.9 meV
rms thermal helicity angle, frozen profile: 7.3 degrees
atomic spacing used for estimate: 0.25 nm
atomic discreteness (spacing/wall length)^2/12: 0.020 percent
```
